Why interstitials stay level below an end-of-range band but fall toward the surface

Suppose that a band of defects 100 nm below a silicon surface releases interstitial atoms during an anneal, and that a buried dopant layer lies at 500 nm. It is tempting to picture the interstitials thinning out on both sides of their source, with half of them leaving upward and half downward. The buried layer would then seem protected by its distance. Both conclusions fail in the steady state treated here. The buried layer sees the full concentration found just beneath the band, more than a layer halfway between band and surface sees, and all the net emission goes to the surface. The diffusion of a buried dopant that moves with the help of interstitials would therefore be underestimated.

The error lies in treating distance from the source as the cause of the decrease. In steady diffusion a concentration gradient requires a current, and a lasting current requires somewhere for the atoms to go. The surface provides such a place. A deep region without sinks does not.

## The model

End-of-range defects form near the depth where implanted ions come to rest, and after some annealing many of them are dislocation loops made of extra atoms. The loops can release these atoms as mobile interstitials and can capture them again. Let x be the depth measured downward from the surface and C(x,t) the interstitial concentration averaged over planes parallel to the surface. The band occupies a < x < b. Its net emission, release minus capture, is g(x) atoms per volume and time.

The interstitials have a constant diffusivity D and feel no field. The downward flux is then J = −D ∂C/∂x. A thin slice gains atoms when more enter through its top than leave through its bottom, so

∂C/∂t = −∂J/∂x + g = D ∂²C/∂x² + g.

Outside the band g = 0: there is no recombination with vacancies, no trapping and no other source. The surface is an ideal sink, which here means that it holds the concentration at its equilibrium value,

C(0) = C*.

It absorbs whatever arrives in excess of equilibrium. The far boundary, at x = L, passes no flux. This last condition is separate from the absence of bulk recombination, and the flat profile needs both.

## From the current to the profile

In the steady state ∂C/∂t = 0. It is convenient to follow the upward flux

U(x) = −J = D dC/dx,

because it is positive when atoms move toward the surface. The balance becomes

dU/dx = −g.

Integrate from x down to the far boundary:

U(L) − U(x) = −∫ₓᴸ g(x′) dx′.

The far boundary is closed, so U(L) = 0 and

U(x) = ∫ₓᴸ g(x′) dx′.

The upward flux at any depth equals the net emission from everything deeper. This one statement gives both parts of the profile.

Below the band nothing deeper emits. Hence U = 0, and since U = D dC/dx, the slope is zero. Above the band the whole source lies deeper, so U = G, where

G = ∫ₐᵇ g(x) dx

is the net emission per surface area and time. The slope there is

dC/dx = G/D.

It has the same value at every depth between surface and band, which makes the profile a straight line. Seen from the band, the concentration decreases linearly toward the surface; with x measured downward, the slope is positive.

"No bulk recombination" therefore has a different consequence on each side. By itself it makes the flux uniform in each source-free region. The boundary then decides what the uniform value is: G on the side with the sink, zero on the closed side.

## The height of the plateau

The surface condition fixes the absolute level. Integrating the slope from the surface gives

C(x) − C* = (1/D) ∫₀ˣ U(s) ds.

For a point below the band, insert U(s) and ask how much each emitting slice contributes. A slice at x′ sends its flux g(x′)dx′ through all depths between 0 and x′, and through none deeper. It therefore contributes x′g(x′)dx′ to the integral of U. Adding the slices,

C_deep − C* = (1/D) ∫ₐᵇ x′ g(x′) dx′ = G x̄/D,

with the centroid of net emission

x̄ = (1/G) ∫ₐᵇ x′ g(x′) dx′.

The detailed shape of the band affects the plateau through G and x̄ alone.

Inside the band the profile must pass from slope G/D to slope zero. For uniform emission over the width w = b − a, the emission density is G/w, and the part deeper than x gives

U(x) = G(b − x)/w.

At the top of the band the excess is Ga/D. Integrating onward from a, with b − s = w − (s − a),

C(x) − C* = (G/D)[a + (x − a) − (x − a)²/(2w)]
= (G/D)[x − (x − a)²/(2w)].

At x = b the bracket is b − w/2 = (a + b)/2 = x̄, so the curve joins the plateau at the right height and with zero slope.

## What the atoms do below the band

A zero net flux does not mean that the atoms are at rest. They cross every deep plane in both directions, equally often on average. A random walk shows how this leads to a level concentration.

Place sites 1, 2, …, M below an absorbing site 0. A walker starts at site i and hops up or down with probability 1/2 each. At site M a downward attempt leaves it in place, which represents the closed boundary. Let v_j be the mean number of visits to site j, with the start counted as a visit. Each visit is either the start or an arrival from a neighbour, so for sites before the last

v_j = δ_ij + ½v_{j−1} + ½v_{j+1}, with v₀ = 0,

where δ_ij is 1 for j = i and 0 otherwise. Take i < M. Away from the start this equation says that v_j is the mean of its neighbours, so it varies linearly with j. At the last site v_M = ½v_{M−1} + ½v_M, hence v_M = v_{M−1}, and the line below the start is level.

Above the start v_j = qj, with q still unknown. At the start the upper neighbour has q(i − 1) visits and the lower one has qi, so

qi = 1 + ½q(i − 1) + ½qi = 1 + qi − ½q.

This gives q = 2, and therefore

v_j = 2 min(i,j).

A walker that goes deep has no exit there and must eventually come back. A walker near the surface may be absorbed before it makes another visit, so sites near the surface are visited less.

The count reproduces the diffusion result. With site spacing h and a mean time h²/(2D) per visit, the steady excess number per volume above the source is

G × 2(x/h) × h²/(2D) × 1/h = Gx/D.

Below the source x is replaced by the source depth, as before.

## Loops that also capture

So far g could be any given function. Real loops respond to their surroundings. A simple law is

g = κ(x)(C_L − C),

where C_L is the concentration in equilibrium with the loops and κ ≥ 0 is an exchange rate that vanishes outside the band. The derivation used the net emission alone, so the line and the plateau remain. What changes is that G is now determined by the solution.

For a band thin compared with its depth, let C_b be its concentration, E = C_b − C* its excess, and K = κw. Emission must equal the flux to the surface:

K(C_L − C* − E) = DE/x̄.

Collecting the terms in E,

E = (C_L − C*) K/(K + D/x̄).

If Kx̄ ≫ D, exchange is fast and the plateau lies close to C_L. If Kx̄ ≪ D, atoms escape to the surface faster than the loops can restore C_L, and the plateau is lower. It is flat in both limits.

This law also shows what the surface does. Close the surface, so that no flux passes there either, and put e = C − C_L. The steady balance is D e″ = κe. Multiply by e and integrate over the whole depth; the boundary terms vanish because both ends are closed:

−D ∫(e′)² dx = ∫κe² dx.

The left side cannot be positive and the right side cannot be negative, so both are zero. Thus e is constant, and it is zero in the band, which gives C = C_L everywhere. Without surface absorption the upper part becomes flat too.

## Numbers for a one-hour anneal

The following round values are rough choices in the regime of preamorphized silicon annealed near 800 °C. The band extends from 90 to 110 nm and emits uniformly, so x̄ = 100 nm. Take D = 2.0×10⁻⁷ cm²/s, C* = 4.0×10⁹ cm⁻³, and a concentration below the band of ten times equilibrium. The deep excess is

(10 − 1) × 4.0×10⁹ = 3.6×10¹⁰ cm⁻³.

The net emission needed to maintain it follows from G = D(C_deep − C*)/x̄, with x̄ = 1.0×10⁻⁵ cm:

G = (2.0×10⁻⁷)(3.6×10¹⁰)/(1.0×10⁻⁵)
= 7.2×10⁸ cm⁻² s⁻¹.

The slope above the band is 3.6×10⁸ cm⁻³ per nm. The concentrations are:

- surface: 0.40×10¹⁰ cm⁻³
- 45 nm: 2.02×10¹⁰ cm⁻³
- 90 nm, top of the band: 3.64×10¹⁰ cm⁻³
- 100 nm: 3.91×10¹⁰ cm⁻³
- 110, 300 and 500 nm: 4.00×10¹⁰ cm⁻³

The value at 500 nm is about twice that at 45 nm, although 500 nm is much farther from the band. The value at 100 nm is slightly below the plateau because half the band still lies deeper and sends its flux upward through that plane.

If the loops store 1.0×10¹⁴ atoms/cm², one hour at this rate removes

(7.2×10⁸ × 3600)/(1.0×10¹⁴) = 2.6 %

of them. Draining the store at the same rate would take about 39 hours. Treating the source as steady for one hour is therefore consistent with the loss of atoms it implies, though the model leaves out changes in loop size and number.

With the deep excess held fixed, G varies as 1/x̄: a band at half the depth would drain twice as fast. With G held fixed instead, the deep excess would be halved.

## How the plateau is reached

The level region has to be filled first, and during filling there is a downward flux. The characteristic time for the distance to the surface is x̄²/D = 5×10⁻⁴ s. This is a scale, not a moment of completion, because the deep crystal keeps drawing atoms for much longer.

To find the late behaviour, let a thin source at x̄ emit at constant G from t = 0 into a very deep crystal. Atoms released a time s earlier spread as a Gaussian. The absorbing surface is represented by subtracting a mirror-image Gaussian, which keeps the excess at x = 0 equal to zero. The excess still missing at time t is the contribution of all ages s > t:

missing = G ∫ₜ^∞ [e^{−(x−x̄)²/(4Ds)} − e^{−(x+x̄)²/(4Ds)}]/√(4πDs) ds.

At late times both exponents are small. To leading order the bracket is the difference of the exponents,

[(x + x̄)² − (x − x̄)²]/(4Ds) = x x̄/(Ds).

Since ∫ₜ^∞ s^{−3/2} ds = 2/√t,

missing ≈ (G x̄/D) · x/√(πDt).

For a point below the source the final excess is G x̄/D, so the missing fraction is x/√(πDt). At 500 nm after one hour it is 0.11 %. The diffusion reach √(Dt) is then about 270 μm. The plateau is thus nearly complete at the depth of interest while its distant edge is still moving. In a very deep crystal "steady" refers to this local state.

## When the lower side is no longer flat

Each assumption can be relaxed separately. The estimates below use the example's values and are not a combined error.

**A sink at the back.** Let the far face, at depth W, also hold C*. A thin source with excess E then feeds two straight lines, with fluxes DE/x̄ upward and DE/(W − x̄) downward. The downward share is

[1/(W − x̄)]/[1/x̄ + 1/(W − x̄)] = x̄/W.

For W = 700 μm this is 0.014 %. The excess at 500 nm would lie below that at the band by the fraction (500 − 100)/(700 000 − 100), or 0.057 %. The plateau is then a very gentle slope, which looks flat because the back is 7000 times farther away than the front. This is the eventual steady state; after one hour the diffusion reach is still shorter than the wafer thickness.

**Recombination.** If excess interstitials disappear below the band with a fixed lifetime τ, the steady balance there is D d²E/dx² = E/τ. In a deep crystal the solution that stays finite is

E(x) = E(b) e^{−(x−b)/λ}, λ = √(Dτ).

An assumed lifetime of 10 s gives λ = 14 μm. Over the 390 nm from the lower edge of the band to 500 nm, the excess falls by 2.7 %. A shorter lifetime would bend the profile more.

**Empty traps.** Suppose that the crystal contains N traps per volume, each of which captures one interstitial immediately and permanently. Let the band be held at C_b, with C_b ≪ N. The traps are full down to a distance z_f below the band, and the mobile concentration falls to zero there. Since the front moves slowly, the profile behind it is nearly a straight line. The arriving flux fills new traps:

D C_b/z_f = N dz_f/dt.

Multiplying by z_f and integrating from z_f = 0 gives

z_f = √(2D C_b t/N).

For C_b = 4.0×10¹⁰ cm⁻³ and N = 10¹⁴ cm⁻³, the front is 7.6 μm below the band after one hour. The mobile concentration at 500 nm is lower than at the band by 390 nm/7.6 μm, or 5.1 %. With N = 10¹⁶ cm⁻³ the front has reached 0.76 μm and the drop is 51 %. In that case the flat profile is a poor description even after an hour. Once all traps are full they no longer act as a sink.

**A built-in field.** If interstitials carry charge, write their electrical potential energy in units of the thermal energy as φ(x). The downward flux becomes −D(dC/dx + C dφ/dx). Zero flux now gives C ∝ e^{−φ}, which is flat where φ is constant. Consider a change from undoped material to an ionized donor density of 1.0×10¹⁷ cm⁻³, with an intrinsic carrier density of 2.0×10¹⁸ cm⁻³. Let r be the electron density divided by the intrinsic value. Neutrality requires r − 1/r = 0.05, so r = 1.025. If all interstitials were singly charged, their concentration would change by about 2.5 %, upward for negative charge and downward for positive. This small value belongs to doping well below the intrinsic density. At 1.0×10¹⁹ cm⁻³ the condition r − 1/r = 5 gives r = 5.2, and the concentration of charged interstitials is far from flat across such a layer.

## When the upper side is not the ideal line

A surface that absorbs at a finite rate can be described by a transfer length ℓ:

D dC/dx = (D/ℓ)[C(0) − C*] at x = 0.

The flux is still G, so the surface excess is Gℓ/D. Adding the rise Gx̄/D gives a deep excess G(x̄ + ℓ)/D. The line remains straight, but it starts above C*. For ℓ = 10 nm the surface excess is 10/110 = 9.1 % of the deep excess. With the deep excess held fixed, G is lower by the same percentage.

If D varies with depth and the flux is still −D(x) dC/dx, the upper slope becomes G/D(x) and the line bends. Below the band zero flux still means zero slope. Flatness is in this respect the more robust of the two features.

Separate loops also make the concentration uneven along the surface direction. Averaging over a plane removes the lateral derivatives from the diffusion equation and leaves the one-dimensional result. For a regular pattern of period s, the source-free steady equation gives a ripple cos(2πy/s) that decays away from the band as e^{−2πz/s}, where y is the lateral position and z the distance from the band, if the boundaries are far away on the scale of s. A loop density of 3.0×10¹⁰ cm⁻² corresponds to a spacing of 58 nm. At 50 nm from the centroid the decay factor is 0.0043. Real loops sit at irregular positions. Their pattern also contains longer wavelengths, which fade more slowly, so the unevenness they leave can be much larger than this factor suggests. For randomly placed point emitters of equal strength at this density and depth, the root-mean-square lateral variation is about 9 % of the mean excess at 150 nm and about 2 % at 500 nm. The flat profile then describes the lateral average, not every point of a buried layer.

## The real anneal

In preamorphized silicon the amorphous layer recrystallizes early in the anneal, and the loops lie just below its former lower boundary. The depth and time used here suit that situation, but D and C* are individually uncertain, and the supersaturation changes as the defects evolve. The factor of ten and the resulting G are properties of the example, not observations. With the values assumed here, unfilled traps disturb the plateau most: the drop at 500 nm goes from 5 % to 51 % when the trap density rises from 10¹⁴ to 10¹⁶ cm⁻³. The ranking depends on those values: a recombination lifetime of 0.015 s, instead of 10 s, would cause about as large a drop as the higher trap density. Impurities such as carbon can capture interstitials, but capture need not be permanent, and release from the traps lowers the drop for a given trap density. The estimate is not a strict upper bound, however: permanent capture at a finite rate can make the drop slightly larger, about 6 % instead of 5 % at the lower density. A higher concentration early in the anneal would also fill the traps sooner, since z_f² grows at the rate 2D C_b/N.

The dopant layer itself must not be a strong sink either. If it held the mobile concentration at zero while the band stayed at C_b, the flux reaching it from the band would be D C_b/(390 nm) = 2.1×10⁸ cm⁻² s⁻¹. Permanent capture of 10¹² interstitials/cm² in the layer would therefore keep the concentration there low for more than an hour.

A level concentration beneath the band is therefore evidence of negligible net flow, provided that fields are weak. It is not evidence that the loops have stopped emitting. Their net emission is read from the slope on the other side, as G = D dC/dx, if D is known there and that region is free of sinks and of strong fields. A heavily doped junction above the band violates the field condition for charged interstitials: the upward flux is then D(dC/dx + C dφ/dx), and the slope alone can even have the opposite sign.

Numbers in the example were calculated in double precision.
